# Exchange Splitting of a Detuned Double Quantum Dot

## Two electrons in two identical dots

Put one electron in each of two identical quantum dots, with one orbital per dot. An electron can tunnel to the other dot, and the state with both electrons on one dot costs an energy $U$ more than the state with one on each. How far apart are the spin singlet and the spin triplet?

Suppose first that the two spins are parallel. The Pauli principle forbids two parallel spins in one orbital, so neither electron can hop and tunnelling does nothing to the energy. The other two triplet states must have the same energy, because nothing in the problem depends on the direction of the spin.

In the singlet, hopping is allowed. Let $t$ be the hopping amplitude of a single electron. The singlet is a sum of two spin arrangements, each with amplitude $1/\sqrt2$, and both can reach the same doubly occupied state. Their contributions add, as the signs worked out below confirm, so the coupling has magnitude $2t/\sqrt2=\sqrt2\,t$. There are two doubly occupied states, one for each dot, with equal energy $U$. The singlet couples to their normalised symmetric combination with magnitude $\sqrt2\times\sqrt2\,t=2t$, and does not couple to the antisymmetric one.

That leaves a two-level problem. With energies measured from the triplet,

$$
\begin{pmatrix}0&-2t\\-2t&U\end{pmatrix},\qquad E(E-U)-4t^2=0 .
$$

The lower root is $E=\tfrac12\left(U-\sqrt{U^2+16t^2}\right)$, which is negative. Define the exchange splitting $J$ as the triplet energy minus the lowest singlet energy. Then $J=-E$, or

$$
J=\frac{\sqrt{U^2+16t^2}-U}{2}\qquad(\text{zero detuning}).
$$

For $t\ll U$ use $\sqrt{1+z}=1+z/2-z^2/8+\dots$ with $z=16t^2/U^2$:

$$
J=\frac U2\left(\frac{8t^2}{U^2}-\frac{32t^4}{U^4}+\dots\right)=\frac{4t^2}{U}-\frac{16t^4}{U^3}+\dots
$$

The first term is the leading estimate. It is the coupling squared divided by the energy cost, $(2t)^2/U$. The second term shows that the estimate is slightly too large.

## The estimate with detuning

Now let a gate voltage tilt the double dot, so that an orbital in dot 1 lies higher than one in dot 2 by the detuning $\epsilon$. Write $(n_1,n_2)$ for the charge state with $n_1$ electrons on dot 1 and $n_2$ on dot 2. Moving an electron from dot 1 to dot 2 now gains $\epsilon$, so $(0,2)$ costs $U-\epsilon$. The opposite move loses $\epsilon$, so $(2,0)$ costs $U+\epsilon$.

The singlet couples to each of these states with magnitude $\sqrt2\,t$. Weak coupling to a state lying $D$ above lowers a level by the coupling squared over $D$. Adding the two contributions gives the estimate, called $J_0$ from here on:

$$
J_0=\frac{2t^2}{U-\epsilon}+\frac{2t^2}{U+\epsilon}
=2t^2\,\frac{(U+\epsilon)+(U-\epsilon)}{(U-\epsilon)(U+\epsilon)}
=\frac{4t^2U}{U^2-\epsilon^2}.
$$

At $\epsilon=0$ it returns $4t^2/U$. It requires each coupling to be small compared with its energy cost:

$$
\sqrt2\,|t|\ll U-|\epsilon| .
$$

When $|\epsilon|$ comes close to $U$, the condition $t\ll U$ alone is not enough.

## The model and its signs

The controlled version starts from the two-site Hubbard Hamiltonian, extended by a repulsion between the sites:

$$
H=\frac{\epsilon}{2}(n_1-n_2)-t\sum_{s}\left(c^\dagger_{1s}c_{2s}+c^\dagger_{2s}c_{1s}\right)+U_0\left(n_{1\uparrow}n_{1\downarrow}+n_{2\uparrow}n_{2\downarrow}\right)+Vn_1n_2 .
$$

Here $c^\dagger_{is}$ creates an electron of spin $s$ on dot $i$, $n_{is}=c^\dagger_{is}c_{is}$ and $n_i=n_{i\uparrow}+n_{i\downarrow}$. The hopping $t$ is real, and there is no magnetic field or spin-orbit coupling. With a single electron and $\epsilon=0$, the levels are $\pm t$, so $2|t|$ is the gap between the bonding and antibonding states. This fixes what $t$ means.

The diagonal energies of the two-electron charge states are

- $(1,1)$: $\epsilon/2-\epsilon/2+V=V$;
- $(2,0)$: $\epsilon+U_0$;
- $(0,2)$: $-\epsilon+U_0$.

Measured from $V$, the last two are $U+\epsilon$ and $U-\epsilon$ with

$$
U=U_0-V .
$$

The $U$ of the estimate is therefore a difference of repulsions. The electrons already repel each other when they sit on separate dots, and that part is not paid again.

For the couplings, define

$$
|a\rangle=c^\dagger_{1\uparrow}c^\dagger_{2\downarrow}|0\rangle,\quad
|b\rangle=c^\dagger_{1\downarrow}c^\dagger_{2\uparrow}|0\rangle,\quad
|D_i\rangle=c^\dagger_{i\uparrow}c^\dagger_{i\downarrow}|0\rangle .
$$

A hopping term replaces one creation operator by that of the other dot, with the same spin and in the same position in the product. Acting on $|a\rangle$, the hopping part $H_t$ gives

$$
H_t|a\rangle=-t\left(c^\dagger_{1\uparrow}c^\dagger_{1\downarrow}+c^\dagger_{2\uparrow}c^\dagger_{2\downarrow}\right)|0\rangle=-t\left(|D_1\rangle+|D_2\rangle\right).
$$

Acting on $|b\rangle$, it gives the operators in the opposite order, and exchanging them costs a sign:

$$
H_t|b\rangle=-t\left(c^\dagger_{1\downarrow}c^\dagger_{1\uparrow}+c^\dagger_{2\downarrow}c^\dagger_{2\uparrow}\right)|0\rangle=+t\left(|D_1\rangle+|D_2\rangle\right).
$$

The spin-raising operator turns both $|a\rangle$ and $|b\rangle$ into $c^\dagger_{1\uparrow}c^\dagger_{2\uparrow}|0\rangle$. It therefore annihilates their difference, which is the singlet, while their sum belongs to the triplet:

$$
|S\rangle=\frac{|a\rangle-|b\rangle}{\sqrt2},\qquad |T_0\rangle=\frac{|a\rangle+|b\rangle}{\sqrt2}.
$$

Consequently

$$
H_t|S\rangle=-\sqrt2\,t\left(|D_1\rangle+|D_2\rangle\right),\qquad H_t|T_0\rangle=0 .
$$

The two paths add in the singlet and cancel in $|T_0\rangle$. For parallel spins, hopping produces the square of a creation operator, which is zero. All three triplets thus have energy $V$ for any $t$ and $\epsilon$ in this model.

## Second order as a spin Hamiltonian

In second-order perturbation theory, $|S\rangle$ moves down by $J_0$ and the triplets stay where they are. On the four $(1,1)$ states this reads

$$
H_{\text{eff}}=V-J_0|S\rangle\langle S| .
$$

The product of the two electron spins, $\mathbf S_1\cdot\mathbf S_2$, equals $-3/4$ in the singlet and $+1/4$ in the triplet, with $\hbar=1$. Hence $\tfrac14-\mathbf S_1\cdot\mathbf S_2$ is $1$ in the singlet and $0$ in the triplet, which makes it the projector $|S\rangle\langle S|$. Therefore

$$
H_{\text{eff}}=V+J_0\left(\mathbf S_1\cdot\mathbf S_2-\tfrac14\right).
$$

No term of the original Hamiltonian acts on the spins. The spin coupling arises because the spin state decides whether virtual hopping is allowed.

## The singlet level without perturbation theory

Write the lowest singlet as $\alpha|S\rangle+\beta_1|D_1\rangle+\beta_2|D_2\rangle$, with energy $V-J$. The three components of the eigenvalue equation are

$$
-J\alpha=-\sqrt2\,t(\beta_1+\beta_2),
$$
$$
-J\beta_1=-\sqrt2\,t\,\alpha+(U+\epsilon)\beta_1,\qquad
-J\beta_2=-\sqrt2\,t\,\alpha+(U-\epsilon)\beta_2 .
$$

The last two give

$$
\beta_1=\frac{\sqrt2\,t\,\alpha}{U+\epsilon+J},\qquad
\beta_2=\frac{\sqrt2\,t\,\alpha}{U-\epsilon+J}.
$$

Inserting them in the first and dividing by $-\alpha$ yields

$$
J=f(J),\qquad f(x)=\frac{2t^2}{U-\epsilon+x}+\frac{2t^2}{U+\epsilon+x}.
$$

The division is safe. If $\alpha=0$, the first equation requires $\beta_2=-\beta_1\neq0$, and the other two then require $\epsilon=0$ and an energy $U$ above $V$, which is not the lowest singlet.

Take $t\neq0$ and $|\epsilon|<U$. For $x\ge0$, $f$ is positive and falls steadily towards zero, so $x-f(x)$ rises from a negative value without limit and crosses zero once. There is one positive root $J$, hence one singlet below the triplets.

The estimate is $J_0=f(0)$. It leaves out the $J$ in the denominators: the singlet has itself moved down, so the virtual states lie further above it than was assumed.

## How large the error is

Because $f$ decreases and $J>0$, we have $J=f(J)<f(0)=J_0$. The estimate is too large for every nonzero $t$ in this range.

For a bound on the other side, let $D$ stand for either cost, $U-\epsilon$ or $U+\epsilon$. Putting the terms over a common denominator gives

$$
\frac{1}{D+J}=\frac1D-\frac{J}{D^2}+\frac{J^2}{D^2(D+J)} .
$$

Multiply by $2t^2$ and add the two costs. With

$$
S=\frac{2t^2}{(U-\epsilon)^2}+\frac{2t^2}{(U+\epsilon)^2},
$$

the result is

$$
J=J_0-SJ+\sum_D\frac{2t^2J^2}{D^2(D+J)} .
$$

The last sum is positive, so $J>J_0-SJ$. Together with the upper bound,

$$
\frac{J_0}{1+S}<J<J_0 ,\qquad 0<\frac{J_0-J}{J}<S .
$$

The error relative to the model's true splitting is thus less than $S$. Since $D+J>U-|\epsilon|$, the sum dropped here, divided by $J$, is less than $SJ/(U-|\epsilon|)$. This is a vanishing fraction of $S$ as $t\to0$, so the relative error tends to $S$ itself.

The number $S$ also has a physical meaning. The probability $w$ of finding both electrons on one dot is

$$
w=\frac{R}{1+R},\qquad R=\frac{\beta_1^2+\beta_2^2}{\alpha^2}=\sum_D\frac{2t^2}{(D+J)^2},
$$

which also tends to $S$ for small $t$. The estimate is good when the singlet is nearly a pure $(1,1)$ state.

## Sensitivity to detuning

Since $H$ depends on $\epsilon$ through $\tfrac12\epsilon(n_1-n_2)$, the slope of the singlet energy is the expectation value of $\tfrac12(n_1-n_2)$. The change of the state vector does not contribute, because the vector stays normalised and is an eigenvector of $H$. This operator is $+1$ in $(2,0)$, $-1$ in $(0,2)$ and $0$ in $(1,1)$. The triplet energy is constant, so

$$
\frac{dJ}{d\epsilon}=P(0,2)-P(2,0),
$$

where $P$ is the probability of each charge state in the lowest singlet. At fixed $t$, $U_0$ and $V$, the exchange responds to the detuning to the extent that the singlet carries a charge imbalance which the triplet lacks. A real gate voltage can also change $t$, and that changes $J$ without any imbalance.

At $\epsilon=0$ the two probabilities are equal and the slope vanishes. To leading order in $t$,

$$
\frac{J(\epsilon)}{J(0)}\approx\frac{1}{1-\epsilon^2/U^2}\approx1+\frac{\epsilon^2}{U^2},
$$

so a small, slow detuning error changes $J$ at second order. Hopping errors have no such protection: since $J_0\propto t^2$, a small relative error in $t$ is doubled in $J$ wherever $J\approx J_0$. For weak hopping the factor falls from two towards one as $\epsilon$ approaches $U$, where $J$ becomes linear in $t$.

## Numbers at zero detuning

Take round model parameters: $U_0=0.0025$ eV, $V=0.0005$ eV and $t=0.00005$ eV. Then $U=0.0020$ eV and $t/U=0.025$. The estimate is

$$
\frac{4t^2}{U}=\frac{4\,(5\times10^{-5})^2}{2\times10^{-3}}\ \text{eV}
=\frac{1\times10^{-8}}{2\times10^{-3}}\ \text{eV}=5.00\times10^{-6}\ \text{eV}.
$$

Diagonalising the Hubbard Hamiltonian gives $4.988\times10^{-6}$ eV. The estimate is high by 0.249% of that value, just under the bound $S=4t^2/U^2=0.250\%$. The splitting corresponds to a frequency $J/h=1.21$ GHz and a temperature $J/k_B=0.058$ K.

If the hopping is known only to within a factor of two, that uncertainty matters far more than the error of perturbation theory. Halving $t$ gives an estimate of $1.25\times10^{-6}$ eV, and doubling it gives $2.00\times10^{-5}$ eV. A factor of two either way in $t$ spans a factor of sixteen in the estimate, and nearly as much in $J$.

The splitting also sets the pace of spin exchange. Start in $|a\rangle=(|T_0\rangle+|S\rangle)/\sqrt2$, with spin up on dot 1 and spin down on dot 2. After a time $\pi/J$ with $\hbar=1$, which is $h/(2J)=0.415$ ns, the lowest singlet has acquired a factor $-1$ relative to the triplet. If $|S\rangle$ were that eigenstate, the state would now be $(|T_0\rangle-|S\rangle)/\sqrt2=|b\rangle$, with the spins exchanged.

In fact $|S\rangle$ has weight $1-w$ in the lowest singlet and $w$ in the higher ones. Apart from a common phase, its amplitude to return to itself is $-(1-w)+r$ with $|r|\le w$. The amplitude to reach $|b\rangle$ is half the difference of the triplet and singlet amplitudes:

$$
\tfrac12\left[1+(1-w)-r\right],\qquad\text{of magnitude at least }\tfrac12(2-2w)=1-w .
$$

The exchange probability is therefore at least $(1-w)^2$. Here $w=0.00248$, and the computed probability, 0.99504, sits at this lower bound. That is an accident of the round parameters. At zero detuning $|S\rangle$ overlaps only one higher singlet, the upper root of the two-level problem, which lies $U+J$ above the triplet because the two roots add up to $U$. Hence $r=w\,e^{-i\pi(U+J)/J}$. The level equation $J(U+J)=4t^2$ gives $(U+J)/J=4t^2/J^2\approx402.0$, almost exactly an even integer, so $r\approx+w$, the least favourable value. For other parameters the probability lies anywhere between $(1-w)^2$ and 1.

## Comparison as the detuning grows

At $\epsilon=0.5\,U=0.001$ eV the costs are $0.001$ and $0.003$ eV. With $2t^2=5\times10^{-9}$ eV$^2$,

$$
J_0=\left(5.000\times10^{-6}+1.667\times10^{-6}\right)\text{eV}=6.667\times10^{-6}\ \text{eV}.
$$

The same arithmetic at other detunings compares with the Hubbard spectrum as follows. Energies are in units of $10^{-6}$ eV, and the error is relative to $J$.

| $\epsilon/U$ | $J_0$ | $J$ | error | $S$ | $w$ |
|---|---|---|---|---|---|
| 0 | 5.00 | 4.99 | 0.002 | 0.003 | 0.002 |
| 0.50 | 6.67 | 6.63 | 0.006 | 0.006 | 0.005 |
| 0.80 | 13.9 | 13.5 | 0.031 | 0.032 | 0.029 |
| 0.90 | 26.3 | 23.7 | 0.11 | 0.13 | 0.09 |
| 0.95 | 51.3 | 37.6 | 0.36 | 0.50 | 0.21 |

Up to $\epsilon=0.8\,U$ the estimate is good to about 3%. At $0.95\,U$ the remaining cost $U-\epsilon=1\times10^{-4}$ eV is close to the coupling $\sqrt2\,t=0.71\times10^{-4}$ eV, and the expansion has lost its basis.

Detuning raises the exchange at the price of sensitivity. The slope $dJ/d\epsilon$ is zero at $\epsilon=0$, 0.004 at $0.5\,U$ and 0.09 at $0.9\,U$. At the last point, a small detuning error shifts $J$ by about 9% of that error.

## Where the estimate diverges

At $\epsilon=U$ the first term of $J_0$ is infinite, while the splitting itself is finite. The states $|S\rangle$ and $|D_2\rangle$ are degenerate there, and a coupling $\sqrt2\,t$ between degenerate levels pushes one of them down by $\sqrt2\,|t|$. The dependence on hopping has changed from quadratic to linear.

The level equation gives the correction. Take $t>0$, set $\epsilon=U$ and multiply by $J$:

$$
J^2=2t^2+\frac{2t^2J}{2U+J}.
$$

Write $J=\sqrt2\,t+\delta$ with $\delta$ small. The left side is $2t^2+2\sqrt2\,t\,\delta$ to first order in $\delta$, and the last term on the right is $\sqrt2\,t^3/U$ to leading order in $t$. Thus $\delta=t^2/(2U)$ and

$$
J\approx\sqrt2\,t+\frac{t^2}{2U}.
$$

For the example this is $7.134\times10^{-5}$ eV, against $7.133\times10^{-5}$ eV from diagonalisation. The double-occupancy weight is 0.496, close to the one half of an equal mixture of two degenerate states.

Near this point one can keep only the nearby state. Dropping the second term of $f$ leaves $J(U-\epsilon+J)=2t^2$, whose positive root is

$$
J\approx\tfrac12\left[\sqrt{(U-\epsilon)^2+8t^2}-(U-\epsilon)\right].
$$

It joins $2t^2/(U-\epsilon)$, which approximates $J$ when $U-\epsilon$ is large compared with the coupling but still small compared with $U+\epsilon$, to $\sqrt2\,t$ at $\epsilon=U$. For the example that window is narrow, roughly $0.8\,U$ to $0.9\,U$. The two-level root itself is low by about 1% at $\epsilon=U$, 5% at $0.9\,U$ and 10% at $0.8\,U$.

## What the model leaves out

The comparison measures the error of perturbation theory within the two-site Hubbard model. It does not measure the error of the model for a real device. Excited orbitals would give the triplet virtual states of its own. Direct exchange between the two orbitals and hopping that depends on the occupation are also absent, as are magnetic fields and spin-orbit coupling. These omissions can be as large as $J$ itself, far beyond the 0.25% error found at zero detuning. A direct exchange integral $K$ lowers the splitting by $2K$, so in the example a $K$ of $2.5\times10^{-6}$ eV, about a thousandth of $U$, already matches $4t^2/U$. When the orbital spacing of a dot is comparable to $U$, the excited orbitals also matter, and $J$ can differ from the Hubbard value by a factor of several and depend more steeply on detuning than the table shows. For a device $4t^2/U$ is therefore an order-of-magnitude estimate, even where it reproduces the Hubbard spectrum closely.

The numerical check builds the Hamiltonian from fermion operators and tests the level equation, the bounds and the limits above against its spectrum.

## Calculated quantities

```
on-site repulsion U0 = 2.5000e-03 eV
inter-site repulsion V = 5.0000e-04 eV
net charge-transfer cost U = 2.0000e-03 eV
hopping t = 5.0000e-05 eV
one-electron gap 2t = 1.0000e-04 eV
ratio t/U = 0.0250
zero detuning:
  estimate 4t^2/U = 5.00000e-06 eV
  exact Hubbard J = 4.98756e-06 eV
  lower bound J0/(1+S) = 4.98753e-06 eV
  relative overshoot J0/J - 1 = 0.00249
  small parameter S = 0.00250
  double-occupancy weight w = 0.00248
  exact J/h = 1.2060 GHz
  exact J/kB = 0.05788 K
  spin-exchange time h/(2J) = 0.4146 ns
  spin-exchange probability = 0.99504
  its lower bound (1-w)^2 = 0.99504
hopping uncertainty at zero detuning:
  t = 2.500e-05 eV: estimate 1.2500e-06 eV, exact 1.2492e-06 eV
  t = 1.000e-04 eV: estimate 2.0000e-05 eV, exact 1.9804e-05 eV
detuning scan (energies in eV; other columns dimensionless):
eps/U   eps        J0         J exact    J0/(1+S)   J0/J-1   S        w        dJ/deps
0.00  0.000e+00  5.000e-06  4.988e-06  4.988e-06  0.00249  0.00250  0.00248  0.00000
0.25  5.000e-04  5.333e-06  5.317e-06  5.317e-06  0.00301  0.00302  0.00299  0.00141
0.50  1.000e-03  6.667e-06  6.630e-06  6.630e-06  0.00552  0.00556  0.00546  0.00436
0.80  1.600e-03  1.389e-05  1.348e-05  1.346e-05  0.03062  0.03164  0.02878  0.02803
0.90  1.800e-03  2.632e-05  2.366e-05  2.338e-05  0.11212  0.12535  0.09115  0.09053
0.95  1.900e-03  5.128e-05  3.761e-05  3.418e-05  0.36368  0.50033  0.20910  0.20859
at eps = U:
  exact J = 7.13274e-05 eV
  sqrt(2) t = 7.07107e-05 eV
  sqrt(2) t + t^2/(2U) = 7.13357e-05 eV
  double-occupancy weight = 0.49573
```
